# Choosing the pupil grid for an FFT defocus calculation

Before a defocused lithographic image can be computed by FFT, the width of the image cell has to be fixed. The choice looks harmless, because the feature may be far smaller than the cell. But the cell width also fixes the spacing of the samples in the pupil. If they are too far apart, light that should leave the cell reappears on its other side, and the computed stray dose is wrong.

Take a rough case from packaging lithography: wavelength $\lambda=0.365$ µm, numerical aperture $\mathrm{NA}=0.16$, and a round via of diameter $W=2$ µm focused on the top surface of a wafer. How much light reaches the floor of a wide cavity $z=60$ µm below? Would a cell of width $L=9.6$ µm, nearly five times the via, be enough?

## The phase to be sampled

The image space is air, the field is scalar and the illumination is one plane wave along the axis. The field in the plane at distance $z$ from focus is

$$U(\mathbf x)=\int_{|\mathbf f|\le f_e} S(\mathbf f)\,e^{i\varphi(f)}\,e^{2\pi i\,\mathbf f\cdot\mathbf x}\,d^2f,\qquad f_e=\frac{\mathrm{NA}}{\lambda}.$$

Here $S$ is the spectrum of the via, $\mathbf f$ is spatial frequency and $f=|\mathbf f|$. A plane wave has total wave number $2\pi/\lambda$ and transverse wave number $2\pi f$. Its axial wave number is therefore $(2\pi/\lambda)\sqrt{1-\lambda^2f^2}$, and over the distance $z$ it gains the phase

$$\frac{2\pi z}{\lambda}\sqrt{1-\lambda^2f^2}
=\frac{2\pi z}{\lambda}\left(1-\frac{\lambda^2f^2}{2}-\frac{\lambda^4f^4}{8}-\dots\right).$$

The first term is the same for all waves and drops out of the intensity. The paraxial approximation keeps the second:

$$\varphi(f)=-\pi\lambda z f^2 .$$

An FFT on a cell of width $L$ uses waves that repeat after $L$, so its frequencies along each axis are $k/L$ with integer $k$. The pupil spacing is $\Delta f=1/L$. More image pixels inside the same cell do not change it.

## Five samples by hand

Put $L=9.6$ µm and walk along one axis from the pupil centre. The edge lies at $f_eL=0.4384\times9.6=4.21$, so the samples $k=0,1,2,3,4$ are inside. With $\lambda z=0.365\times60=21.9$ µm²,

$$\varphi_k=-\pi\frac{21.9}{9.6^2}k^2=-0.2376\,\pi k^2 .$$

| $k$ | $\varphi_k/\pi$ | step from previous, in $\pi$ |
|---|---|---|
| 0 | 0 | |
| 1 | −0.238 | −0.238 |
| 2 | −0.951 | −0.713 |
| 3 | −2.139 | −1.188 |
| 4 | −3.802 | −1.663 |

The steps grow as the odd numbers 1, 3, 5, 7, because $k^2-(k-1)^2=2k-1$. The last two exceed $\pi$ in size. Complex exponentials cannot distinguish a step of $-1.663\pi$ from one of $-1.663\pi+2\pi=+0.337\pi$. Near the pupil edge the samples describe a phase that rises, although the true phase falls.

This has a direct meaning in the image. Waves near frequency $f$ add up where their total phase is stationary. In one dimension, for light from an object point at $x=0$,

$$\frac{d}{df}\left(\varphi+2\pi fx\right)=0
\quad\Rightarrow\quad x=-\frac{\varphi'(f)}{2\pi}=\lambda zf .$$

This is the paraxial ray displacement: the ray has slope $\lambda f$ and travels a distance $z$. For the last pair, the midpoint frequency is $3.5/9.6$ µm⁻¹, so the ray lands at $x=21.9\times3.5/9.6=7.98$ µm. The cell reaches only from $-4.8$ to $+4.8$ µm. The false step $+0.337\pi$ gives $x=-0.337\times9.6/2=-1.62$ µm, which is $7.98-9.6$ µm. The ray has been moved by one cell width and now falls close to the via.

Doubling the cell to 19.2 µm puts $k=8$ just inside the edge. The last step is then $(2\times8-1)\times21.9/19.2^2=0.89$ in units of $\pi$, and the ambiguity is gone.

## The rule for any grid

Consider two neighbours $f$ and $f+\Delta f$ on a line through the pupil centre, both within $[-f_e,f_e]$. Let the grid sit anywhere, not necessarily with a sample at zero. Then

$$|\Delta\varphi|=\pi\lambda|z|\left|(f+\Delta f)^2-f^2\right|
=\pi\lambda|z|\,\Delta f\,|2f+\Delta f| .$$

Since $f$ runs from $-f_e$ to $f_e-\Delta f$, the quantity $2f+\Delta f$ runs from $-(2f_e-\Delta f)$ to $2f_e-\Delta f$. The largest step therefore has its outer sample on the pupil edge. Inserting $f_e=\mathrm{NA}/\lambda$ and $\Delta f=1/L$ gives

$$|\Delta\varphi|_{\max}=\pi\lambda|z|\,\Delta f\,(2f_e-\Delta f)
=\pi\left(\frac{2|z|\mathrm{NA}}{L}-\frac{\lambda|z|}{L^2}\right)
<\frac{2\pi|z|\mathrm{NA}}{L}.$$

The right-hand bound is less than $\pi$ if

$$\boxed{L>2|z|\,\mathrm{NA}}$$

In two dimensions, a step along $x$ leaves $f_y^2$ unchanged, so $\Delta\varphi$ has the same form. The allowed range of $f_x$ is no longer than before, and the bound still holds. Diagonal neighbours are $\sqrt2/L$ apart. A procedure that compares them needs a cell wider by $\sqrt2$ to have the same guarantee.

Geometrically, the largest ray displacement is $|z|\mathrm{NA}$, and the rule says that the blur disc of diameter $2|z|\mathrm{NA}$ fits in the cell. For the example this is $2\times60\times0.16=19.2$ µm.

## Sufficient, and nearly necessary for strong defocus

The rule came from a bound, so it asks for more than the finite steps require. Some placement of the grid has a step of at least $\pi$ when

$$\frac{2|z|\mathrm{NA}}{L}-\frac{\lambda|z|}{L^2}\ge1
\quad\Longleftrightarrow\quad
L^2-2|z|\mathrm{NA}\,L+\lambda|z|\le0 .$$

This holds between the two roots

$$L_\pm=|z|\mathrm{NA}\pm\sqrt{z^2\mathrm{NA}^2-\lambda|z|} .$$

For the example they are 1.22 and 17.98 µm. A direct search over cell widths and grid placements found the same interval. Three conclusions follow.

First, for strong defocus set $\epsilon=\lambda/(|z|\mathrm{NA}^2)\ll1$. Then

$$L_+=|z|\mathrm{NA}\left(1+\sqrt{1-\epsilon}\right)\approx|z|\mathrm{NA}\left(2-\frac{\epsilon}{2}\right)=2|z|\mathrm{NA}-\frac{\lambda}{2\,\mathrm{NA}} .$$

The excess demanded by the rule tends to a fixed length, here 1.14 µm. At $z=600$ µm the search gave 1.15 µm, which is small beside the 192 µm of the rule itself.

Second, if $|z|\mathrm{NA}^2<\lambda$ the roots are not real, and no cell width produces a step of $\pi$. At $z=10$ µm, $|z|\mathrm{NA}^2=0.256$ µm is below the wavelength, and the search found no failing cell. The phase test then gives no guidance, and the cell must be chosen from the object size and the diffraction tails.

Third, cells narrower than $L_-$ pass the step test for a bad reason. Since $\sqrt{1-\epsilon}\ge1-\epsilon$, we have $L_-\le|z|\mathrm{NA}\,\epsilon=\lambda/\mathrm{NA}$. In such a cell $\Delta f>f_e$, so a line through the pupil centre holds at most two samples. Two such samples lie on opposite sides of the centre, and their phase difference does not show how steep the phase is between them. "All steps are below $\pi$" should therefore not be the sole criterion in an automatic search. When $|z|\mathrm{NA}^2\ge\lambda$, the inequality $L>2|z|\mathrm{NA}$ excludes these narrow cells. For much weaker defocus it too can admit cells with at most two samples on such a line, and the object size and diffraction tails must then set the width.

## What a small cell does to the image

Write $A(\mathbf f)$ for the whole pupil function, $S e^{i\varphi}$ inside the pupil and zero outside. Add copies of the true field displaced by all multiples of the cell width:

$$V(\mathbf x)=\sum_{\mathbf m}U(\mathbf x+\mathbf mL).$$

This $V$ is periodic, and its Fourier coefficients are

$$c_{\mathbf k}=\frac1{L^2}\int_{\rm cell}V\,e^{-2\pi i\mathbf k\cdot\mathbf x/L}\,d^2x
=\frac1{L^2}\int_{\rm plane}U\,e^{-2\pi i\mathbf k\cdot\mathbf x/L}\,d^2x
=\frac{A(\mathbf k/L)}{L^2}.$$

The second equality holds because the exponential is unchanged when $\mathbf x$ moves by $\mathbf mL$, so the displaced cells tile the plane. These are the coefficients that the FFT uses. It therefore returns the sum of all copies, not the isolated image. The hard pupil edge gives the field slowly decaying tails, so the sum must be read as a limit over growing blocks of copies.

This was tested with a reference field obtained by integrating over the pupil radius, without an FFT. In the 9.6 µm cell, the FFT field differs from the isolated field by 0.66. This is an rms error over the cell, relative to the square root of the total image energy. When the reference is replaced by the sum of 21 × 21 displaced copies, the difference falls to 0.013. Wraparound thus accounts for nearly all of the error.

## Room for the object and its tails

A via is not a point. A point of the object at $x_0$ multiplies the spectrum by $e^{-2\pi ifx_0}$, which adds up to $2\pi|x_0|/L$ to each step. With $|x_0|\le W/2$, the combined step is below

$$\frac{2\pi}{L}\left(|z|\mathrm{NA}+\frac W2\right),$$

and this bound is less than $\pi$ if

$$L>2|z|\mathrm{NA}+W .$$

For the via the right side is 21.2 µm. The corresponding disc, of radius 10.6 µm, contains about 98% of the image energy. The rest is diffraction beyond the geometric edge, and a guard factor leaves room for part of it.

The table compares cells with optics, defocus and via held fixed. The intensity error is the largest found at the image pixels, relative to the peak of the isolated defocused image. Between pixels it can be somewhat larger, by up to about a fifth for the cells in the table. Each entry holds only for that exact cell width, because this error changes by a factor of up to three or more under small changes of $L$. It ranges over roughly 0.13 to 0.19 for $L$ between 19.2 and 21.2 µm, 0.05 to 0.14 between 27.5 and 30 µm, 0.02 to 0.08 between 37 and 40 µm, and 0.008 to 0.024 between 75 and 79 µm.

| $L/(2\lvert z\rvert\mathrm{NA})$ | rms field error | largest intensity error |
|---|---|---|
| 0.5 | 0.66 | 3.7 |
| 1.0 | 0.15 | 0.16 |
| 1.5 | 0.067 | 0.051 |
| 2.0 | 0.051 | 0.037 |
| 4.0 | 0.033 | 0.012 |

The 9.6 µm cell of the opening question fails badly: its worst intensity error is nearly four times the true peak. Meeting the rule removes the gross error but leaves 16% of the peak. The rule prevents phase ambiguity; accuracy has to be established by enlarging the cell.

## The pixels

The field contains frequency indices up to $K=\lfloor \mathrm{NA}\,L/\lambda\rfloor$ along each axis. The intensity $UU^*$ contains their differences, from $-2K$ to $2K$. That makes $4K+1$ distinct harmonics, so $N\ge4K+1$ pixels per side are needed to recover them from the sampled intensity, as in interpolating or filtering it. The intensity values at the pixels themselves are already exact for $N\ge2K+1$. A convenient sufficient choice is

$$N>\frac{4\,\mathrm{NA}\,L}{\lambda}.$$

The complete recipe is as follows.

1. Compute $L_0=2|z|\mathrm{NA}+W$, using the largest defocus in the study.
2. Set $L=gL_0$ with a guard factor $g>1$.
3. Choose an FFT-friendly integer $N>4\,\mathrm{NA}\,L/\lambda$.
4. Fill the pupil at spacing $1/L$ and check the largest step along each axis.
5. Enlarge $L$, compare the images, and stop when the change is acceptable.

With $g=1.5$, the example gives $L=1.5\times21.2=31.8$ µm. The pixel bound is $4\times0.4384\times31.8=55.8$, so $N=56$ and the pixel width is 0.568 µm. The largest phase step is $0.54\pi$. Using 56 pixels instead of 168 leaves the intensity harmonics unchanged to rounding error. With 27 pixels, enough for the field and for the intensity at those pixels, the harmonics taken from the sampled intensity are aliased, with a worst error of 1.6% of the mean intensity.

The chosen cell has an rms field error of 0.067 and a largest intensity error of 9.1% of the peak. The latter is larger than the 5.1% found for the narrower cell of 28.8 µm. The worst-point error therefore does not fall steadily with $L$. Step 5 should accordingly compare more than two cells.

## When the rule changes

**Periodic masks.** If the mask really repeats with period $L$, its spectrum exists only at the frequencies $k/L$. The FFT then sums the actual diffraction orders, and the light entering from the side belongs to the neighbouring vias. Phase steps above $\pi$ do no harm. As a test, the field in a 9.6 µm periodic cell was compared with the sum of 16 shifted copies of the field of one via, imaged in a periodic cell of 38.4 µm. The fields agreed to rounding error.

**Oblique illumination.** A tilted source wave shifts the mask spectrum relative to the pupil, so the phase is sampled at $\mathbf f+\mathbf s$. This is another placement of the grid within the same pupil, and the bound is unchanged.

**Larger apertures.** The unexpanded phase has slope

$$\frac{d}{df}\left(\frac{2\pi z}{\lambda}\sqrt{1-\lambda^2f^2}\right)=-\frac{2\pi z\lambda f}{\sqrt{1-\lambda^2f^2}} ,$$

whose size is greatest at the pupil edge. Multiplying that value by $1/L$ bounds every step, and requiring less than $\pi$ gives

$$L>\frac{2|z|\mathrm{NA}}{\sqrt{1-\mathrm{NA}^2}} .$$

Here this is 19.45 µm, close to the paraxial 19.2 µm. At $\mathrm{NA}=0.8$ the same factor would be $1/0.6=1.67$, and the paraxial rule would be unsafe.

**Other media.** In a medium of index $n$, the axial wave number is $2\pi\sqrt{n^2/\lambda^2-f^2}\approx2\pi n/\lambda-\pi\lambda f^2/n$, with $\lambda$ the vacuum wavelength. The paraxial rule becomes $L>2|z|\mathrm{NA}/n$.

## The example beside a real stepper

The wavelength, aperture and via size are rough inputs for i-line packaging lithography, not the data of a particular stepper. The defocus is far outside a normal printing range: it is 4.2 times $\lambda/\mathrm{NA}^2$. The calculation therefore describes stray light on a cavity floor, not a printable via. Its coherent peak is 0.023 of the clear-field intensity. Real illumination is partially coherent; filling half the pupil radius with source points lowers the peak to about 0.019. The paraxial approximation changes the field by 0.024 rms, relative to the same norm as before. A rough source half-band of 0.003 µm changes the edge phase by 0.11 rad out of 13.2 rad, before any chromatic error of the lens. The neglected axial field carries at most 2.6% of a ray's intensity.

The largest of the effects estimated here concerns dose inside resist. For rough indices of 1.7 for resist and $6.5+2.7i$ for silicon, interference with the reflected wave multiplies the local intensity by factors between 0.13 and 2.7. This estimate assumes normal incidence and a single wavelength, and neglects absorption and reflection at the resist surface. With a flat band of ±0.003 µm the full range holds only near the silicon; about 5 µm above it the factors narrow to roughly 1.0 to 1.8. A 5 µm film also adds about 0.9 µm to the required cell for one downward pass. Cavity walls and other lens aberrations are not included. The values behind these comparisons are in the numerical output.

## Table of computed values

```
wavelength: 0.365 um
numerical aperture: 0.16
defocus distance: 60.0 um
via diameter: 2.0 um
pupil edge frequency: 0.4384 1/um
|z| NA^2 / wavelength: 4.208
edge defocus phase: 13.22 rad
blur radius |z| NA: 9.60 um
cell rule 2|z|NA: 19.20 um
failing cells, scan: 1.22 to 17.98 um
failing cells, roots: 1.218 to 17.982 um
weak defocus with no failing cell: 10.0 um
strong defocus tested: 600.0 um
its threshold lies below rule by: 1.15 um
wavelength/(2 NA): 1.141 um
energy within |z|NA + W/2: 0.9785
energy within |z|NA/2: 0.4701
cell/rule, rms field error, max intensity error/peak:
  0.5  0.6647  3.7172
  1.0  0.1483  0.1559
  1.5  0.0670  0.0509
  2.0  0.0508  0.0374
  4.0  0.0325  0.0117
half-rule field error after folding: 0.0133
rule plus via width: 21.20 um
guard factor: 1.5
chosen cell: 31.80 um
pupil spacing: 0.03145 1/um
pixel-count lower bound: 55.76
chosen pixels per side: 56
pixel width: 0.5679 um
largest step, chosen: 0.5414 pi
largest step, half rule: 1.6634 pi
chosen-grid rms field error: 0.0670
chosen-grid max intensity error/peak: 0.0912
harmonic error, chosen pixels: 1.8e-16
harmonic error, 27 pixels: 1.6e-02
periodic pitch tested: 9.60 um
periodic-cell field discrepancy: 5.3e-16
coherent peak intensity: 0.0234 of clear field
peak at source fill 0.5: 0.0185 of clear field
nonparaxial cell rule: 19.45 um
nonparaxial edge phase change: 0.0857 rad
nonparaxial rms field change: 0.0239
rough source half-band: 0.003 um
edge phase change from band: 0.109 rad
axial intensity share, edge p-ray: 0.0256
rough film thickness, index: 5.0 um, 1.7
extra cell width for film: 0.94 um
rough silicon index: 6.5 + 2.7i
standing-wave intensity factors: 0.13 to 2.68
```
